# The Exact Correction to Darken's Tracer Formula in a Binary Liquid

## Symmetry fixes the relative current

Consider a classical, isotropic binary liquid of $N=N_1+N_2$ atoms, with fractions $x_a=N_a/N$ and masses $m_a$. Let $V_1$ and $V_2$ be the sums of the velocity vectors over the atoms of each kind. Interdiffusion is motion of one kind relative to the other, so it must be described by a combination $\alpha V_1+\beta V_2$ that does not change when a common velocity $w$ is added to every atom. The change is $(\alpha N_1+\beta N_2)w$. It vanishes for every $w$ if $\alpha:\beta=x_2:-x_1$. Up to a factor, the combination is therefore

$$J=x_2V_1-x_1V_2=\sum_i e_i v_i,\qquad e_i=x_2\ \text{or}\ -x_1. \tag{1}$$

A diffusion coefficient has the dimension of velocity squared times time. Isotropy requires a scalar, and the time integral of $\langle J(t)\cdot J(0)\rangle$ has these properties. Since the integral grows as $N$, it must be divided by $N$ and by a function of composition, which the response calculation below determines. The square of (1) already shows the pattern of the answer: correlations within kind 1 carry $x_2^2$, those within kind 2 carry $x_1^2$, and cross correlations carry $-2x_1x_2$.

## Definitions

The equilibrium average $\langle\ldots\rangle$ is canonical at temperature $T$, restricted to zero total momentum. Time integrals run from zero to a time at which they have reached a plateau, and $N\to\infty$ is taken before that time is made long. The tracer coefficient of kind $a$ is

$$D_a^*=\frac13\int_0^\infty\langle v_i(t)\cdot v_i(0)\rangle\,dt,\qquad i\in a. \tag{2}$$

The correlations between different atoms are collected in

$$\Delta_{ab}=\frac{N}{3N_aN_b}\int_0^\infty\sum_{i\in a}\ \sum_{j\in b,\,j\ne i}\langle v_i(t)\cdot v_j(0)\rangle\,dt. \tag{3}$$

The factor $N$ compensates for the fact that the correlation of a typical pair is of order $1/N$. Finally, with $\mu_a$ the chemical potential per atom, the thermodynamic factor is

$$\Phi=\frac{x_1}{k_BT}\left(\frac{\partial\mu_1}{\partial x_1}\right)_{T,p}. \tag{4}$$

Darken's tracer formula is $D=\Phi(x_2D_1^*+x_1D_2^*)$.

## Response to opposite forces

Apply a constant force $e_iF$ to each atom. The total force is $(x_2N_1-x_1N_2)F=0$, so the liquid as a whole does not accelerate. Let $f_0$ be the equilibrium phase-space density and $f_0+\delta f$ the density after the force is switched on at $t=0$. The force adds $e_iF$ to $\dot p_i$. Writing $\mathcal L$ for the operator of unperturbed flow, conservation of phase-space density gives, to first order in $F$,

$$\frac{\partial\,\delta f}{\partial t}+\mathcal L\,\delta f=-\sum_i e_iF\cdot\frac{\partial f_0}{\partial p_i}=\frac{f_0}{k_BT}\,J\cdot F. \tag{5}$$

The last form follows from $f_0\propto e^{-H/k_BT}$ and $\partial H/\partial p_i=v_i$. The restriction to zero momentum contributes nothing, because the total force is zero. With $\delta f(0)=0$ the solution is

$$\delta f(t)=\frac{1}{k_BT}\int_0^t e^{-\mathcal L s}\,(f_0\,J\cdot F)\,ds. \tag{6}$$

When $J$ is averaged with this density, the operator $e^{-\mathcal Ls}$ can be moved onto $J$, where it advances $J$ by the time $s$. Isotropy then replaces the tensor $\langle J(s)J(0)\rangle$ by one third of its trace:

$$\langle J\rangle_F=\frac{F}{3k_BT}\int_0^\infty\langle J(s)\cdot J(0)\rangle\,ds. \tag{7}$$

If $u_a$ is the mean velocity of kind $a$, then $\langle V_a\rangle_F=N_au_a$, and (1) gives

$$\langle J\rangle_F=x_2N_1u_1-x_1N_2u_2=Nx_1x_2(u_1-u_2). \tag{8}$$

Equations (7) and (8) combine into

$$u_1-u_2=\frac{D_0}{k_BT}F,\qquad D_0=\frac{1}{3Nx_1x_2}\int_0^\infty\langle J(t)\cdot J(0)\rangle\,dt. \tag{9}$$

This fixes the function of composition left open by symmetry.

## From force to composition gradient

In equilibrium under external forces $F_a$, the gradients satisfy $F_a-\nabla\mu_a=0$ and there is no relative current. Close to equilibrium the current therefore depends on $F_a-\nabla\mu_a$, so that a gradient acts as the force $-\nabla\mu_a$. This uses local equilibrium: composition must vary little over the range of the correlations.

At uniform $T$ and $p$ the Gibbs–Duhem relation is $x_1\nabla\mu_1+x_2\nabla\mu_2=0$. Set $F=-\nabla(\mu_1-\mu_2)$. Then

$$x_2F=-x_2\nabla\mu_1+x_2\nabla\mu_2=-(x_2+x_1)\nabla\mu_1=-\nabla\mu_1, \tag{10}$$

and in the same way $-x_1F=-\nabla\mu_2$. These are the opposite forces of the previous section. By (4), $\nabla\mu_1=k_BT\,\Phi\nabla x_1/x_1$, so (10) and (9) give

$$F=-\frac{k_BT\,\Phi}{x_1x_2}\nabla x_1,\qquad u_1-u_2=-\frac{\Phi D_0}{x_1x_2}\nabla x_1. \tag{11}$$

Let $c$ be the number of atoms per volume. Relative to the mean atomic velocity $x_1u_1+x_2u_2$, the flux of kind 1 is

$$cx_1(u_1-x_1u_1-x_2u_2)=cx_1x_2(u_1-u_2)=-c\,\Phi D_0\nabla x_1. \tag{12}$$

Hence $D=\Phi D_0$. The same coefficient appears in the frame without net volume flow. Let $\omega_a$ be the partial volumes per atom, so that $c_1\omega_1+c_2\omega_2=1$ with $c_a=cx_a$. The flux is then

$$c_1(u_1-c_1\omega_1u_1-c_2\omega_2u_2)=c_1c_2\omega_2(u_1-u_2)=-c^2\omega_2\Phi D_0\nabla x_1. \tag{13}$$

From $1/c=x_1\omega_1+x_2\omega_2$ and $x_1d\omega_1+x_2d\omega_2=0$ one finds $\nabla c=-c^2(\omega_1-\omega_2)\nabla x_1$. Therefore

$$\nabla c_1=c\nabla x_1+x_1\nabla c=c^2\left[x_1\omega_1+x_2\omega_2-x_1(\omega_1-\omega_2)\right]\nabla x_1=c^2\omega_2\nabla x_1, \tag{14}$$

and (13) becomes $-\Phi D_0\nabla c_1$.

The derivation determines $u_1-u_2$; the separate velocities follow only once a frame is chosen, such as zero total momentum or zero volume flow. In a crystal, the Kirkendall effect measures the velocities against the lattice. A liquid has no lattice, and the motion of an inserted marker needs further information about how the marker couples to each kind.

## Self and distinct parts

By definitions (2) and (3), separating $i=j$ from $i\neq j$ gives

$$\int_0^\infty\langle V_a(t)\cdot V_a(0)\rangle dt=3N_aD_a^*+\frac{3N_a^2}{N}\Delta_{aa},\qquad \int_0^\infty\langle V_1(t)\cdot V_2(0)\rangle dt=\frac{3N_1N_2}{N}\Delta_{12}. \tag{15}$$

The cross term with 1 and 2 exchanged has the same value. Stationarity turns $\langle V_1(t)\cdot V_2(0)\rangle$ into $\langle V_1(0)\cdot V_2(-t)\rangle$, and time reversal, which changes the sign of both velocities, turns this into $\langle V_1(0)\cdot V_2(t)\rangle$. Inserting (1) and (15) in (9),

$$D_0=\frac{1}{3Nx_1x_2}\left[x_2^2\left(3N_1D_1^*+\frac{3N_1^2}{N}\Delta_{11}\right)+x_1^2\left(3N_2D_2^*+\frac{3N_2^2}{N}\Delta_{22}\right)-2x_1x_2\frac{3N_1N_2}{N}\Delta_{12}\right]. \tag{16}$$

With $N_a=Nx_a$, the first self term is $x_2^2x_1D_1^*/(x_1x_2)=x_2D_1^*$. The first distinct term is $x_2^2x_1^2\Delta_{11}/(x_1x_2)=x_1x_2\Delta_{11}$. The other terms reduce in the same way, and multiplication by $\Phi$ yields

$$D=\Phi\left[x_2D_1^*+x_1D_2^*+x_1x_2\left(\Delta_{11}+\Delta_{22}-2\Delta_{12}\right)\right]. \tag{17}$$

For $\Phi\ne0$ and both fractions nonzero, Darken's formula holds if and only if

$$\Delta_{11}+\Delta_{22}-2\Delta_{12}=0. \tag{18}$$

The condition compares like with unlike pairs. In a stable liquid, where $\Phi>0$, Darken's formula overestimates $D$ if the mean of the two like coefficients lies below the unlike one. When one component becomes dilute, the correction vanishes in proportion to its fraction, provided the $\Delta_{ab}$ stay finite.

## Distinct correlations cannot all vanish

Zero momentum means $m_1V_1+m_2V_2=0$. Let $M=x_1m_1+x_2m_2$ be the mean mass. Eliminating $V_2=-(m_1/m_2)V_1$ from (1) gives

$$J=\left(x_2+\frac{x_1m_1}{m_2}\right)V_1=\frac{M}{m_2}V_1,\qquad V_1=\frac{m_2}{M}J,\qquad V_2=-\frac{m_1}{M}J. \tag{19}$$

All collective correlations are thus multiples of that of $J$, whose integral is $3Nx_1x_2D_0$. The cross integral in (15) equals $3Nx_1x_2\Delta_{12}$, so

$$\Delta_{12}=-\frac{m_1m_2}{M^2}D_0. \tag{20}$$

The integral for kind 1 gives $3N(x_1D_1^*+x_1^2\Delta_{11})=(m_2^2/M^2)\,3Nx_1x_2D_0$. Dividing by $3Nx_1^2$, and exchanging labels for kind 2,

$$\Delta_{11}=-\frac{D_1^*}{x_1}+\frac{x_2m_2^2}{x_1M^2}D_0,\qquad \Delta_{22}=-\frac{D_2^*}{x_2}+\frac{x_1m_1^2}{x_2M^2}D_0. \tag{21}$$

In a liquid that mixes, $D_0>0$, and (20) makes $\Delta_{12}$ negative. Darken's formula therefore cannot be justified by setting every distinct correlation to zero. What must vanish is the combination (18). By (20), an equivalent condition is

$$\Delta_{12}=-\frac{m_1m_2}{M^2}\left(x_2D_1^*+x_1D_2^*\right). \tag{22}$$

Momentum conservation does not decide whether this holds. Inserting (20) and (21) in the correction gives

$$x_1x_2(\Delta_{11}+\Delta_{22}-2\Delta_{12})=-x_2D_1^*-x_1D_2^*+\frac{(x_2m_2+x_1m_1)^2}{M^2}D_0, \tag{23}$$

which is (17) again, since the last fraction is one.

The momentum convention matters for the separate coefficients. If the total momentum fluctuated thermally, every atom would share a constant extra velocity $U$ with $\langle U^2\rangle=3k_BT/(NM)$, independent of the relative velocities. In an integral up to time $t$, each $\Delta_{ab}$ would gain $k_BTt/M$ for large $N$, while each tracer coefficient would gain $k_BTt/(NM)$, which tends to zero. The three gains cancel in (18), whose coefficients sum to zero.

A simple case shows the cancellation. Let the two kinds be identical atoms that differ in label. Every pair then has the same integral $g=\frac13\int\langle v_i(t)\cdot v_j(0)\rangle dt$. Since all velocities sum to zero, $D^*+(N-1)g=0$. For large $N$, (3) gives

$$\Delta_{11}=\Delta_{22}=\Delta_{12}=-D^*. \tag{24}$$

No term vanishes, yet the combination does, and $D_0=D^*$.

## A solvable liquid with pair friction

To see when (18) can fail, let atoms of kinds $a$ and $b$ exert a mutual friction $\gamma_{ab}/N$ on each other:

$$m_i\dot v_i=-\frac1N\sum_j\gamma_{ij}(v_i-v_j)+R_i(t). \tag{25}$$

The random forces are equal and opposite within each pair and have the strength that maintains temperature $T$. Momentum is conserved. This is a mean-field model: friction does not depend on distance.

Multiply (25) for an atom of kind 1 by $v_i(0)$ and average. Later noise is uncorrelated with $v_i(0)$. The sum of correlations with the other atoms of each kind is of order one, so after division by $N$ it drops out as $N\to\infty$. There remains

$$m_1\frac{dC}{dt}=-(x_1\gamma_{11}+x_2\gamma_{12})C,\qquad C(0)=\frac{3k_BT}{m_1}, \tag{26}$$

with $C(t)=\langle v_i(t)\cdot v_i(0)\rangle$. Integrating the exponential, and repeating the argument for kind 2,

$$D_1^*=\frac{k_BT}{x_1\gamma_{11}+x_2\gamma_{12}},\qquad D_2^*=\frac{k_BT}{x_1\gamma_{12}+x_2\gamma_{22}}. \tag{27}$$

For the collective motion, sum (25) over kind 1. Friction within the kind cancels in pairs, leaving

$$m_1\dot V_1=-\frac{\gamma_{12}}N(N_2V_1-N_1V_2)+\text{noise}=-\gamma_{12}J+\text{noise}, \tag{28}$$

and $m_2\dot V_2=+\gamma_{12}J+\text{noise}$. Therefore

$$\dot J=x_2\dot V_1-x_1\dot V_2=-\gamma_{12}qJ+\text{noise},\qquad q=\frac{x_2}{m_1}+\frac{x_1}{m_2}. \tag{29}$$

The initial value is $\langle J^2\rangle=3k_BT(x_2^2N_1/m_1+x_1^2N_2/m_2)=3k_BTNx_1x_2q$. Fixing the total momentum does not alter it, because $J$ is unchanged by a common velocity. Dividing by the decay rate $\gamma_{12}q$ and using (9),

$$D_0=\frac{k_BT}{\gamma_{12}}. \tag{30}$$

Friction between like atoms affects the tracers but not the relative current. Put $a=\gamma_{11}/\gamma_{12}$, $b=\gamma_{22}/\gamma_{12}$ and $P=(x_1a+x_2)(x_1+x_2b)$. From (27) and (30),

$$\frac{D_0-x_2D_1^*-x_1D_2^*}{D_0}=\frac{P-x_2(x_1+x_2b)-x_1(x_1a+x_2)}{P}. \tag{31}$$

Expanding, $P=x_1^2a+x_1x_2ab+x_1x_2+x_2^2b$, while the subtracted terms sum to $x_1^2a+2x_1x_2+x_2^2b$. Hence

$$\frac{D_0-x_2D_1^*-x_1D_2^*}{D_0}=\frac{x_1x_2(ab-1)}{(x_1a+x_2)(x_1+x_2b)}. \tag{32}$$

In this model, with both components present, Darken's formula holds if and only if $\gamma_{11}\gamma_{22}=\gamma_{12}^2$. The tracers may still differ: $a=2$, $b=1/2$ satisfies the condition. If unlike friction exceeds the geometric mean of the like frictions, then $ab<1$ and Darken's formula gives too large a value.

The result survives friction with memory. Replace $\gamma_{ij}v$ by $\int_0^t\gamma_{ij}(t-s)v(s)\,ds$, with matching noise. Each correlation then obeys $\dot C=-\int_0^tK(t-s)C(s)\,ds$. If $C$ decays to zero, integrating over all $t$ gives $C(0)=\hat K\hat C$, where hats denote time integrals. The shape of the decay changes, but (27) and (30) hold with $\gamma_{ab}$ read as the time-integrated friction.

## A gallium-rich Ga–As melt

Take Ga as kind 1 and As as kind 2, with $x_1=0.70$, $x_2=0.30$, $T=1550$ K and $k_BT=0.1336$ eV. The pair diffusivities $k_BT/\gamma_{ab}$ are round model inputs: 1.50 for Ga–Ga, 1.20 for As–As and 0.80 for Ga–As, in units of $10^{-4}$ cm²/s, used for all coefficients below. The friction ratios are $a=0.80/1.50=0.533$ and $b=0.80/1.20=0.667$, with product 0.356. Equations (27) and (30) give

$$D_1^*=\frac{0.80}{0.70(0.533)+0.30}=1.19,\qquad D_2^*=\frac{0.80}{0.70+0.30(0.667)}=0.89,\qquad D_0=0.80. \tag{33}$$

Darken's average is $0.30(1.188)+0.70(0.889)=0.979$. It exceeds $D_0$ by 0.179, or 22% of $D_0$. With masses of 69.7 and 74.9 u, (20) and (21) give $\Delta_{11}=-1.319$, $\Delta_{22}=-1.177$ and $\Delta_{12}=-0.822$. Computed from unrounded values, the combination in (18) is $-0.851$, and multiplication by $x_1x_2=0.21$ returns the correction of $-0.179$. Each distinct coefficient is comparable in magnitude to the tracer coefficients; much of their effect cancels.

At fixed friction ratios, (32) gives corrections of $-10\%$, $-25\%$ and $-9\%$ of $D_0$ at arsenic fractions of 0.1, 0.5 and 0.9. The factor $x_1x_2$ makes the correction small near both pure liquids.

For the thermodynamic factor, assume a regular solution with mixing energy $wx_1x_2$ per atom and $w=-0.30$ eV, which favours unlike neighbours. Then $\mu_1$ contains $k_BT\ln x_1+wx_2^2$, and (4) gives

$$\Phi=1-\frac{2x_1x_2w}{k_BT}=1+\frac{2(0.21)(0.30)}{0.1336}=1.94. \tag{34}$$

Thus $D=\Phi D_0=1.55$, or $1.55\times10^{-8}$ m²/s, against 1.90 from Darken's formula with the same $\Phi$. Over 60 s the diffusion length $\sqrt{2Dt}$ is 1.37 mm instead of 1.51 mm. The square root reduces the error in length to about half the relative error in $D$.

These inputs lie in the rough regime of molten GaAs, but the friction ratios and mixing energy are assumptions, not measurements. One omission in the model that can matter as much as the correction itself is the dependence of friction on distance. A slow viscous flow around a pulled atom drags a neighbour at distance $r$. The Oseen tensor $(1+\hat r\hat r)/(8\pi\eta r)$, averaged over directions, gives a pair contribution $h=k_BT/(6\pi\eta r)$ to the velocity integral. With a rough viscosity $\eta=2.5$ mPa s and a spacing of 0.275 nm, from 48 atoms per nm³, $h=0.165$. Let $\nu$ be the number of neighbours in the first shell counted as Ga–Ga plus As–As minus twice Ga–As, each scaled to the full density. At fixed tracer coefficients, this order shifts $D_0$ by about $x_1x_2\nu h=0.035\nu$, or 4% of $D_0$ per unit of $\nu$. A value of $|\nu|$ near five would match the whole correction found above. Such values are not remote: the quasi-chemical approximation with the same $w$ and 6 to 10 neighbours gives $\nu$ near $-4$, an order that the regular solution ignores, while $\Phi$ moves only to about 2.0. The estimate counts the first shell alone, although the coupling falls only as $1/r$; on a simple cubic lattice with this $w$ the second shell has the opposite sign, and the sum over shells is about two thirds of the first-shell value. The estimate is sensitive to the viscosity: the relation $D^*=k_BT/(2\pi\eta d)$, with $d$ the spacing and the composition-weighted mean $x_1D_1^*+x_2D_2^*=1.10$ of the model, suggests $\eta$ near 1.1 mPa s. This would raise $h$ to 0.37 and lower the matching $|\nu|$ to about 2.3. Continuum flow at atomic distance is a crude estimate, so the 22% is a property of the model and not a prediction for the melt.

Two other assumptions are safe here. The thermal wavelength $h_P/\sqrt{2\pi m_1k_BT}$ of Ga, with $h_P$ Planck's constant, is 2% of the spacing, which supports classical mechanics. For a gradient of 0.1 in atomic fraction per mm, (11) gives a force times spacing of $3\times10^{-7}k_BT$, so linear response is adequate. Convection is a greater practical danger: a stray flow of 23 µm/s carries atoms 1.37 mm in the same 60 s. In a container several millimetres wide, a measurement that is to resolve the correction must keep circulating flow well below that speed. In a capillary narrower than a millimetre, diffusion across the flow weakens its effect on the measured spread.
